# Why a PBE pseudopotential does not carry over to SCAN or TB09

A beryllium atom squeezed in a soft cavity pushes back harder in SCAN than in PBE. With all four electrons treated explicitly, the pressure in the model cavity defined below rises from 0.50225 to 0.50659 eV/Å³, that is from 80.5 to 81.2 GPa. With a pseudopotential generated in PBE and only the valence functional switched, it falls from 0.49766 to 0.49676 eV/Å³ (the individual pressures depend on the basis at the level of 0.0001 eV/Å³, the signs of the two changes do not). The effect one set out to measure has the wrong sign, and nothing in the run signals it, because the pressure is still the derivative of the energy the run computes.

**The belief and its appeal**

The belief is that a pseudopotential describes the ion, meaning nucleus plus core, while the functional describes the valence electrons, so that the two can be chosen independently. It rests on true observations. The valence Hartree and exchange-correlation (xc) potentials are subtracted when the pseudopotential is made. Far from the nucleus what remains is $-Z_v/r$, with $Z_v$ the valence charge, for any of the semilocal functionals used here. A mismatched run converges, and its forces agree with its energy differences. The fault lies in what is subtracted, and in what the core contributes to the ingredients of a meta-GGA.

**The xc operator**

The algebra is in Hartree atomic units. The atom is spherical, spin-unpolarized and nonrelativistic, with real doubly occupied $s$ orbitals, the core $a(r)$ (1s) and the valence $\varphi(r)$ (2s), each normalized to one. The ingredients are $n=2\sum\varphi_i^2$, $\sigma=|\nabla n|^2$ and $\tau=\tfrac12\cdot2\sum|\nabla\varphi_i|^2=\sum\varphi_i'^2$. SCAN is used in the generalized Kohn–Sham scheme, where the energy is varied with respect to orbitals.

Let $E_{xc}=\int e(n,\sigma,\tau)\,d^3r$, with subscripts on $e$ for partial derivatives. Varying $\varphi$ gives $\delta n=4\varphi\,\delta\varphi$, $\delta\sigma=2\nabla n\cdot\nabla\delta n$ and $\delta\tau=2\nabla\varphi\cdot\nabla\delta\varphi$. Integrating the last two terms by parts, with surface terms vanishing for bound orbitals,

$$\delta E_{xc}=4\int(\hat O\varphi)\,\delta\varphi\,d^3r,\qquad \hat O\varphi=\big[e_n-\nabla\cdot(2e_\sigma\nabla n)\big]\varphi-\tfrac12\nabla\cdot(e_\tau\nabla\varphi).$$

The factor $\tfrac12$ is the 2 of $\delta\tau$ divided by the 4 taken out in front. For PBE $e_\tau=0$ and $\hat O$ is a multiplicative potential. For SCAN it is a differential operator.

**What unscreening leaves behind**

The all-electron (AE) valence orbital in the generating functional $G$ obeys

$$-\tfrac12\nabla^2\varphi+\Big(-\frac Zr+v_H[n_c]+v_H[n_v]\Big)\varphi+\hat O^G[c{+}v]\,\varphi=\varepsilon\varphi,$$

where $n_c=2a^2$, $n_v=2\varphi^2$, and $[c{+}v]$ means that $n,\sigma,\tau$ are built from both orbitals. The pseudo-orbital $\varphi_{ps}$ equals $\varphi$ beyond a radius $r_c$. Inside it is $e^{P(r)}$ with $P=P_0+s_0(1-r^2/r_c^2)^4$. The even polynomial $P_0$ of degree six has four coefficients, fixed by matching $\ln\varphi$ and its first three derivatives at $r_c$. The added term has a fourfold zero at $r_c$ and leaves the matching intact. It is positive inside, so the enclosed charge rises monotonically with $s_0$ from zero to infinity, and one value of $s_0$ reproduces the AE charge. This is norm conservation.

The ionic potential is the local potential that makes $\varphi_{ps}$ a self-consistent solution of the valence-only problem at the same $\varepsilon$. Writing that equation and dividing by the nodeless $\varphi_{ps}$,

$$V_{ion}^G=\varepsilon+\frac{\nabla^2\varphi_{ps}}{2\varphi_{ps}}-v_H[n_{ps}]-\frac{\hat O^G[ps]\,\varphi_{ps}}{\varphi_{ps}}.$$

Beyond $r_c$ the first two terms follow from the AE equation divided by $\varphi$. The Hartree potential of a spherical density is $v_H(r)=q(r)/r+\int_r^\infty4\pi r'n\,dr'$, with $q$ the enclosed charge. Both pieces agree for $n_{ps}$ and $n_v$ when $r>r_c$, so these potentials cancel and

$$V_{ion}^G(r>r_c)=-\frac Zr+v_H[n_c]+\frac{\big(\hat O^G[c{+}v]-\hat O^G[v]\big)\varphi}{\varphi}.$$

The functional enters in three places. The last term is the core-valence xc coupling of $G$, present because $E_{xc}$ is not additive in core and valence. Inside $r_c$ the operator $\hat O^G[ps]$ is subtracted explicitly. And $\varepsilon$, $\varphi_{ps}$ and $n_c$ come from an atom solved in $G$. Running with another functional $F$, the valence Hamiltonian applied to $\varphi_{ps}$ gives

$$\hat H^F\varphi_{ps}=\varepsilon\,\varphi_{ps}+\big(\hat O^F[ps]-\hat O^G[ps]\big)\varphi_{ps}.$$

For $F=G$ the reference level is recovered. For $F\ne G$, before the density relaxes, the level moves by the expectation of valence-only operators on a smoothed orbital, whereas the AE level at the same stage moves by that of $\hat O^F[c{+}v]-\hat O^G[c{+}v]$ on the orbital with its node. Self-consistent relaxation is not contained in either expression. No identity equates the two.

A core correction keeps rigid $n_c$ and $\tau_c=a'^2$ inside $E_{xc}$, during unscreening and during the run. Then $\hat O^G[v]$ becomes $\hat O^G[c{+}v]$ beyond $r_c$ and the last term of the outer formula vanishes. The other two entries of $G$ remain.

**Energy, pressure and stress on the wrong surface**

Take two coreless potentials, both run with SCAN, and let $\Delta V=V_{ion}^{PBE}-V_{ion}^{SCAN}$. The energy functionals differ by $\int n\,\Delta V$ alone. Call the minimizing densities $n_{mis}$ (mismatched) and $n_{mat}$ (matched), assuming each is a global minimum. Using the matched orbital as a trial function in the mismatched problem gives $E_{mis}\le E_{mat}+\int n_{mat}\Delta V$. The reverse trial gives $E_{mat}\le E_{mis}-\int n_{mis}\Delta V$. Together,

$$\int n_{mis}\Delta V\,d^3r\;\le\;E_{mis}-E_{mat}\;\le\;\int n_{mat}\Delta V\,d^3r.$$

The error is first order in $\Delta V$, and self-consistency moves it only within this interval. For an estimate, follow $V_{ion}^{SCAN}+\eta\Delta V$ from $\eta=0$ to 1. Stationarity of the energy in the orbital gives $dE/d\eta=\int n_\eta\Delta V$, and the trapezoid rule gives $\Delta E\approx\tfrac12\int(n_{mis}+n_{mat})\Delta V$. The remainder is proportional to $d^3E/d\eta^3$, third order in $\Delta V$.

A free atom has no forces, so a generalized force is created by adding $V_{cav}=V_0(r/R)^4$ for each electron, with nominal volume $\Omega=4\pi R^3/3$. At self-consistency the energy is stationary under norm-preserving changes of the orbitals, so only the explicit dependence on $R$ survives: $dE/dR=\int n\,\partial_RV_{cav}=-4\langle V_{cav}\rangle/R$. Dividing by $d\Omega/dR=4\pi R^2$,

$$P=-\frac{dE}{d\Omega}=\frac{4\langle V_{cav}\rangle}{4\pi R^3}=\frac{4\langle V_{cav}\rangle}{3\Omega}.$$

The argument used stationarity and nothing about the origin of $V_{ion}$. A mismatched run therefore satisfies the Hellmann–Feynman relation as a matched one does, and the same reasoning applies when $R$ is replaced by a nuclear coordinate or a strain. Agreement of analytic forces with energy differences shows that the run is self-consistent, not that the surface is right. Differentiating the trapezoid estimate gives the pressure error,

$$\Delta P\approx-\frac{d}{d\Omega}\,\tfrac12\int(n_{mis}+n_{mat})\,\Delta V\,d^3r.$$

A constant $\Delta V$ would drop out, because the electron number is fixed. The error arises because compression moves charge between regions where $\Delta V$ differs.

The core also enters the xc part of the stress. An isotropic strain $r\to(1+\epsilon)r$ of the valence orbital, with the core rigid, is $\varphi_\lambda=\lambda^{3/2}\varphi(\lambda r)$ with $\lambda=1/(1+\epsilon)$. At $\lambda=1$, $\partial_\lambda\varphi_\lambda=\tfrac32\varphi+r\varphi'$, so

$$\frac{dE_{xc}}{d\lambda}=4\int(\hat O\varphi)\big(\tfrac32\varphi+r\varphi'\big)\,d^3r.$$

In a matched reference atom, the potentials unscreened with and without core differ by $-(\hat O^G[c{+}ps]-\hat O^G[ps])\varphi_{ps}/\varphi_{ps}$. The scaling derivative of $\int nV_{ion}$ is $4\int V_{ion}\varphi(\tfrac32\varphi+r\varphi')$, so this difference cancels the core's change of $dE_{xc}/d\lambda$. The cancellation holds at the reference orbital and for the generating functional. A coreless PBE potential carries the PBE compensation into a SCAN run.

**Beryllium in numbers**

The atom was solved self-consistently in 30 even-tempered $s$ Gaussians (exponent ratio 1.7), with analytic kinetic and Coulomb integrals and xc terms on a 2000-point logarithmic radial grid. The radial divergences in $\hat O$ were taken by central differences. The chosen parameters are $r_c=1$ Å, $V_0=1$ eV and $\Omega=8$ Å³, so $R=1.2407$ Å, with the configuration held at 2s² by the basis. The enclosed 2s charge is 0.579 electrons in PBE and 0.568 in SCAN, so the pseudo-orbitals already differ. The core correction uses the full, unsmoothed 1s orbital. The removal energy $I$ is the energy of Be²⁺ minus that of Be. The pseudo-ion has energy zero without a core correction and $E_{xc}[n_c,\tau_c]$ with one. The reference is the AE atom in the functional of the run. It carries that functional's errors, omits relativity and uses a finite basis. It gives $\varepsilon=-5.609$ eV and $I=27.494$ eV in PBE, and $\varepsilon=-5.751$ eV and $I=27.010$ eV in SCAN. The errors relative to it are these.

| made → run | $\varepsilon$ (meV) | $I$ (meV) | $P$ (GPa) |
|---|---|---|---|
| PBE → PBE | −1.9 | −301 | −0.74 |
| PBE → SCAN | −20.3 | +167 | −1.57 |
| SCAN → SCAN | −0.9 | +24 | −0.47 |
| PBE+core → PBE | −1.9 | −12 | −0.40 |
| PBE+core → SCAN | −13.5 | +109 | −1.03 |
| SCAN+core → SCAN | +0.3 | +10 | −0.36 |

The matched level errors vanish analytically, so the 2 meV or less seen here is the numerical floor. The mismatched ones, 20 and 14 meV, lie above it and carry a similar offset: in a more flexible radial basis of B-splines, where the matched errors fall to 0.3 meV or less, they are 18 and 12 meV. The other columns are also limited by the basis. For the PBE-made potentials the errors in $I$ move by 6 to 8 meV and those in $P$ by about 0.02 GPa. The SCAN-made potentials are more sensitive: $s_0$ changes from $-0.47$ to $+0.24$, both errors in $I$ become $+36$ meV, and the core-corrected pressure error becomes $-0.28$ GPa. The pressure column needs a different reading. The AE pressure includes the cavity's push on the 1s electrons, about 0.0018 eV/Å³ or 0.28 GPa in either functional, which no pseudo-run contains. This accounts for most of the $-0.40$ and $-0.36$ GPa of the matched core-corrected runs, and it nearly cancels in the change from PBE to SCAN.

The bounds evaluate to $-0.1505\le E_{mis}-E_{mat}\le-0.1353$ eV, and the difference itself is $-0.1427$ eV. Both pseudo-ions have zero energy, so this is minus the difference in $I$, $27.1763-27.0335=0.1428$ eV up to rounding. The trapezoid estimate, the midpoint $-(0.1505+0.1353)/2=-0.1429$ eV, is within 0.2 meV. These figures belong to this basis: with B-splines the SCAN potential changes shape, the bounds widen to $-0.173$ and $-0.071$ eV, the difference is $-0.123$ eV, and the midpoint misses it by about 1 meV. At the single radius 1.107 Å, on PBE orbitals, the outer core-valence term is $+0.0136$ eV in PBE and $-0.0009$ eV in SCAN. The difference there is positive and small, while the density-weighted $\Delta V$ is $-0.06$ to $-0.07$ eV per electron, depending on the basis. That most of the error comes from inside $r_c$ is a conjecture suggested by this one point.

For the mismatched run the Hellmann–Feynman pressure is 0.49676 eV/Å³, and a central difference of the energy in $R$ gives 0.49678 eV/Å³. The matched pressure is 0.50364 eV/Å³, so $\Delta P=-0.00688$ eV/Å³, and the $\Delta V$ formula, differenced in the same way, gives the same figure. This is $-0.00688\times160.218=-1.10$ GPa, or 1.4% of the matched pressure. As a fraction of $P$ it is modest, but it exceeds both the AE change from PBE to SCAN, $+0.00434$ eV/Å³, and the change between the two matched coreless runs, $0.50364-0.49766=+0.00598$ eV/Å³. The change seen with the PBE potential alone is the sum of the latter and $\Delta P$, $+0.00598-0.00688=-0.00090$ eV/Å³, which is why the sign reversed. The two terms nearly cancel. In the B-spline basis $\Delta P=-0.00675$ eV/Å³ and the change is $-0.00095$ eV/Å³, and it stays between $-0.0009$ and $-0.0013$ eV/Å³ for $r_c$ from 0.65 to 1.2 Å. The reversal is a result for this atom and this construction, not a general rule. With the PBE core restored the pressures are 0.49977 and 0.50016 eV/Å³, a change of $+0.00039$ eV/Å³ ($+0.00030$ with B-splines), a tenth of the AE change or less. Its sign depends on $r_c$: it is $-0.0001$ eV/Å³ at 1.1 Å and $-0.0006$ eV/Å³ at 1.2 Å. For $I$ the AE change is $-484$ meV, the coreless PBE potential gives $27.1763-27.1926=-16$ meV, and the core-corrected one $27.1184-27.4819=-364$ meV.

One entry cuts against a simple ranking. The matched coreless PBE run misses $I$ by 301 meV, more than the mismatched run does. Without a core correction the core-valence coupling is frozen into $V_{ion}$ as a term linear in the valence density, a poor approximation when all valence charge is removed, and restoring the core reduces the error to 12 to 18 meV, depending on the basis. The mismatch is thus not the largest pseudopotential error in every observable. The corresponding SCAN error is 24 to 36 meV, and no reason for its smallness is derived here.

On the PBE pseudo-orbital the SCAN value of $dE_{xc}/d\lambda$ is $-9.74$ eV without the core. With the rigid PBE core it is $-11.27$ eV from the formula and $-11.28$ eV from a finite difference in $\lambda$, a numerical spread of 0.15%. The core is worth about $-1.5$ eV, which a coreless $V_{ion}$ has to supply.

**What the core does to α**

SCAN recognizes the local environment through $\alpha=(\tau-\tau_W)/\tau_u$, with $\tau_W=n'^2/8n$ and $\tau_u=\tfrac3{10}(3\pi^2)^{2/3}n^{5/3}$. For two orbitals $n'=4(aa'+\varphi\varphi')$, so $\tau_W=16(aa'+\varphi\varphi')^2/[16(a^2+\varphi^2)]$. Over the common denominator the numerator of $\tau-\tau_W$ is $(a'^2+\varphi'^2)(a^2+\varphi^2)-(aa'+\varphi\varphi')^2$. The terms $a^2a'^2$ and $\varphi^2\varphi'^2$ cancel, leaving $a^2\varphi'^2+\varphi^2a'^2-2aa'\varphi\varphi'$, so

$$\tau-\tau_W=\frac{(a\varphi'-\varphi a')^2}{a^2+\varphi^2}\ge0.$$

Setting $a=0$ gives $\alpha=0$ at every radius and for every valence orbital. SCAN exchange multiplies the uniform-gas energy density $-\tfrac34(3/\pi)^{1/3}n^{4/3}$ by $F_x=[h_1+f_x(\alpha)(h_0-h_1)]\,g_x(s)$, where $s=|n'|/[2(3\pi^2)^{1/3}n^{4/3}]$, $h_1$ is the slowly-varying enhancement, $h_0=1.174$, $g_x=1-e^{-4.9479/\sqrt s}$, and $f_x$ switches from $f_x(0)=1$ to $f_x(1)=0$. The coreless Be atom therefore has $F_x=1.174\,g_x(s)$, which integrates to $-9.498$ eV on the PBE pseudo-density, and SCAN treats it as a one-orbital system like helium. On the AE PBE orbitals $\alpha$ peaks at 6.7 at 0.54 Å, and 0.22 of the two 2s electrons lie where $\alpha>1$. At $r_c$ it is still 0.083. The identity $\alpha=0$ is special to a single valence orbital. With several, $\alpha$ is nonzero but still lacks the core terms.

A core correction in $n$ alone overshoots. With $\tau=\varphi'^2$ the numerator is $\varphi'^2-(aa'+\varphi\varphi')^2/(a^2+\varphi^2)$, which tends to $\varphi'^2-a'^2$ where $|a|\gg|\varphi|$ and is negative for a steep core and a flat pseudo-orbital. The minimum found is $\alpha=-6.1$ at 0.44 Å, a value that no set of orbitals with $\tau$ and $n$ built consistently can give. With both $n_c$ and $\tau_c$ the peak returns, at 5.1 and 0.56 Å. It differs from 6.7 because $\varphi_{ps}\ne\varphi$ there.

**What the core does to c**

The Tran–Blaha (TB09) exchange potential, for spin density $\rho$ and $t=\tfrac12\sum|\nabla\varphi_i|^2$ over one spin, is

$$v=c\,v_{BR}+(3c-2)\,k\sqrt{2t/\rho},\qquad k=\frac1\pi\sqrt{\frac5{12}}.$$

The Becke–Roussel potential is $v_{BR}=-(1-e^{-x}-\tfrac12xe^{-x})/b$ with $b^3=x^3e^{-x}/8\pi\rho$. Here $x$ solves $xe^{-2x/3}/(x-2)=\tfrac23\pi^{2/3}\rho^{5/3}/Q$, with $Q=\tfrac16[\nabla^2\rho-1.6(2t-|\nabla\rho|^2/4\rho)]$, and it was found by bisection. The parameter is $c=-0.012+1.023\sqrt g$, where $g=\Omega^{-1}\int_{cell}|\nabla n|/n\,d^3r$ in bohr⁻¹. The integrand is a logarithmic derivative. A core density $e^{-2\zeta r}$ contributes $2\zeta$ wherever it dominates, whatever its magnitude, and a flat pseudo-density contributes little in the same region.

A free atom has no cell, so PBE atomic densities were superposed, without self-consistency, on a model fcc lattice with 8 Å³ per atom, roughly the atomic volume of Be, and averaged on a $32^3$ grid. Beryllium serves only to display $c$. The AE density gives $g=1.0982$ Å⁻¹. Multiplying by 0.529177 Å gives 0.5811, with root 0.7623, so $c=-0.012+1.023\times0.7623=0.768$. The valence pseudo-density gives $g=0.3430$ Å⁻¹, root 0.4260 and $c=0.424$. The deficit is $\Omega\,\Delta g=8\times0.7552=6.04$ Å², and quadrature restricted to the touching sphere of radius 1.12 Å also gives 6.04 Å², so the deficit lies inside that sphere and the interstitial region adds almost nothing. The coefficient $3c-2$ goes from $+0.30$ to $-0.73$, and the second term of $v$ turns from repulsive to attractive. Adding the core density back gives $g=1.1176$ Å⁻¹ and $c=0.775$. A finer quadrature lowers each $g$ by up to 0.0004 Å⁻¹ and leaves $c$ unchanged to three decimals.

Since $v$ is linear in $c$, first-order perturbation theory at frozen density gives $d\varepsilon/dc=\langle v_{BR}+3k\sqrt{2t/\rho}\rangle$. On the orbitals of the free AE PBE atom, whose 2s–2p gap is 3.589 eV (2p from a $p$-Gaussian basis in the same potential), this is 2.170 eV for 2s and 3.975 eV for 2p, hence 1.805 eV for the gap (the basis moves the two slopes by up to 0.003 eV and their difference by 0.001 eV). To first order in the change of $c$, the valence-only value implies a shift of $1.805\times(-0.344)=-0.62$ eV, and the core-restored one $1.805\times0.0069=+0.012$ eV. A change of 0.344 in $c$ is not small, and the $-0.62$ eV leaves out the terms beyond first order. These are atomic, non-self-consistent estimates and not band gaps. By comparison, at fixed $c=0.768$ and $r=1.107$ Å, replacing AE inputs by valence inputs changes $v$ from $-6.676$ to $-6.645$ eV, a much smaller amount at that point. The dependence of $v$ on $c$ has a further consequence: a potential unscreened with TB09 would depend on $c$, a property of the crystal and not of the atom.

**At fixed c, TB09 has no stress to be consistent with**

Suppose $v=\delta E/\delta n$ up to a constant. For a family of densities $n(\mu,\lambda)$ of fixed electron number, $\partial_\mu E=\int v\,\partial_\mu n$ and $\partial_\lambda E=\int v\,\partial_\lambda n$, and the constant drops out because $\int\partial n=0$. Equating the mixed derivatives, in which the common term $\int v\,\partial_\mu\partial_\lambda n$ cancels,

$$\int\partial_\mu n\,\partial_\lambda v\,d^3r=\int\partial_\lambda n\,\partial_\mu v\,d^3r.$$

Take one electron, for which $t=|\nabla\rho|^2/8\rho$ makes $v$ a functional of the density, with $\rho=\lambda^3\rho_\mu(\lambda r)$ and $\rho_\mu=(1-\mu)e^{-2r}/\pi+\mu(0.8/\pi)^{3/2}e^{-0.8r^2}$. With central differences at $\lambda=1$, $\mu=0.5$, LDA exchange $-(6\rho/\pi)^{1/3}$ gives $-0.584$ eV on both sides. TB09 at fixed $c=0.768$ gives $-0.873$ eV on the left and $+0.195$ eV on the right, with differences near 1 eV at $\mu=0.25$ and 0.75 as well. At this fixed $c$ no energy functional yields the potential, and $\lambda$ is an isotropic strain, so the stationarity argument for forces and stress has no energy to start from. The variation of $c$ with the density is not included in this statement. A computed geometry for a TB09 calculation at fixed $c$ therefore needs a functional that has an energy. The beryllium model suggests pairing that functional with a core-corrected pseudopotential unscreened in it, and taking $c$ from a density that contains the core. It is one atom with a single valence orbital, and it does not fix the size of these errors in solids.
